# The Eckart Streaming Force of an Attenuated Plane Megasonic Beam

Consider a slab of liquid crossed by a plane sound wave whose velocity along $x$ is

$$u_1(x,t)=U e^{-\alpha x}\cos(kx-\omega t),\qquad \alpha\ll k .$$

The liquid has rest density $\rho_0$ and sound speed $c$. Through a unit area normal to $x$, momentum is carried at the rate $\rho_0u_1^2$. This is positive in both halves of the cycle, because liquid moving backwards carries backward momentum. The cosine squared averages to one half, so the mean flux is

$$\rho_0\langle u_1^2\rangle=\tfrac12\rho_0U^2e^{-2\alpha x}.$$

More momentum enters the slab at $x$ than leaves at $x+dx$. The difference per volume is a force:

$$F=-\frac{d}{dx}\,\rho_0\langle u_1^2\rangle=2\alpha\,\rho_0\langle u_1^2\rangle .$$

In a weakly damped travelling wave the sound pressure is $p_1=\rho_0cu_1$, so the intensity is $I=\langle p_1u_1\rangle=\rho_0c\langle u_1^2\rangle$. Hence

$$\boxed{F=\frac{2\alpha I}{c}}$$

directed along the beam, with $I(x)=I_0e^{-2\alpha x}$. Here $\alpha$ is the amplitude coefficient, in nepers per length. The factor 2 appears because momentum flux is quadratic in amplitude. If the attenuation is given as an energy coefficient, that coefficient is already $2\alpha$ and must not be doubled again.

This argument leaves three things open: whether other mean terms of the same order contribute, how large the error of weak damping is, and what happens in a beam of finite width.

For the first, take the momentum balance of a liquid with shear viscosity $\mu$ and bulk viscosity $\mu_B$:

$$\partial_t(\rho u_i)+\partial_j(\rho u_iu_j)=-\partial_ip+\mu\nabla^2u_i+\left(\mu_B+\tfrac{\mu}{3}\right)\partial_i\nabla\!\cdot\mathbf u .$$

Repeated indices are summed. Write $\mathbf u=\mathbf u_1+\mathbf u_2$ and $\rho=\rho_0+\rho_1+\rho_2$, where subscript 1 marks the sound and subscript 2 terms quadratic in its amplitude. Average over a period. First-order terms vanish, and for steady sound $\partial_t\langle\rho_1\mathbf u_1\rangle=0$. What remains at second order is

$$\rho_0\partial_t\langle\mathbf u_2\rangle=-\nabla\langle p_2\rangle+\mu\nabla^2\langle\mathbf u_2\rangle+\left(\mu_B+\tfrac{\mu}{3}\right)\nabla\nabla\!\cdot\langle\mathbf u_2\rangle+\mathbf F,$$

$$F_i=-\partial_j\langle\rho_0u_{1i}u_{1j}\rangle .$$

The time derivative on the left refers to slow changes of the streaming. When the streaming is fast enough for its own inertia to matter, $\rho_0(\langle\mathbf u_2\rangle\cdot\nabla)\langle\mathbf u_2\rangle$ joins the left side and $\mathbf F$ stays as it is. The curvature of the pressure-density relation contributes to $\langle p_2\rangle$, which enters only as a gradient.

A viscosity that varies with density could add a mean stress proportional to $\langle\rho_1\partial_xu_1\rangle$. Linear continuity gives $\partial_xu_1=-\partial_t\rho_1/\rho_0$, so this average is $-\langle\partial_t\rho_1^2\rangle/(2\rho_0)=0$. For the plane wave the force is therefore the one found from the slab.

To find the error of weak damping, write the wave as the real part of $e^{i(Kx-\omega t)}$ with $K=k+i\alpha$. In one dimension the viscous coefficients combine to $b=\tfrac43\mu+\mu_B$. With $p_1=c^2\rho_1$, continuity and momentum read

$$-i\omega\rho_1+iK\rho_0u_1=0,\qquad -i\omega\rho_0u_1=-iKc^2\rho_1-bK^2u_1 .$$

The first gives $\rho_1=\rho_0Ku_1/\omega$. Putting this into the second, dividing by $u_1$ and multiplying by $i\omega/\rho_0$ gives

$$\omega^2=K^2\left(c^2-\frac{i\omega b}{\rho_0}\right),\qquad K=\frac{\omega}{c}\left(1-\frac{i\omega b}{\rho_0c^2}\right)^{-1/2}.$$

For small $\omega b/(\rho_0c^2)$ the bracket becomes $1+i\omega b/(2\rho_0c^2)$, and its imaginary part yields

$$\alpha=\frac{b\,\omega^2}{2\rho_0c^3}.$$

The energy flux must include the work of the viscous normal stress, so the relevant pressure is $P=p_1-b\,\partial_xu_1$. Momentum balance in the form $-i\omega\rho_0u_1=-iKP$ gives $P=\omega\rho_0u_1/K$. The mean of a product of two oscillating quantities is half the real part of one times the conjugate of the other. Therefore

$$I=\tfrac12\,\mathrm{Re}(Pu_1^*)=\tfrac12\rho_0\omega|u_1|^2\,\mathrm{Re}\frac1K=\frac{\rho_0\omega k|u_1|^2}{2(k^2+\alpha^2)} .$$

The force is $F=2\alpha\rho_0\langle u_1^2\rangle=\alpha\rho_0|u_1|^2$. Eliminating $|u_1|^2$ gives

$$F=\frac{2\alpha I}{c_{\rm ph}}\left[1+\left(\frac{\alpha}{k}\right)^2\right],\qquad c_{\rm ph}=\frac{\omega}{k}.$$

This holds for any strength of viscous damping within the model. The phase speed $c_{\rm ph}$ differs from $c$ by a relative amount of order $(\omega b/\rho_0c^2)^2$, so the boxed formula has a relative error of second order in $\alpha/k$. In scaled units with $\rho_0=c=\omega=1$ and $b=0.5$, where $\alpha/k=0.236$, the force computed from the divergence of the momentum flux is 1.056 times $2\alpha I/c_{\rm ph}$, as the bracket requires.

The same momentum exchange can be seen in a second limit, a wave that is uniform in space and decays in time. Let it fill a periodic box, through which no net momentum enters or leaves. The box average of $\rho u$ is then constant, and at second order

$$\rho_0\frac{d\bar u_2}{dt}=-\frac{d}{dt}\langle\rho_1u_1\rangle .$$

For weak damping $\rho_1=\rho_0u_1/c$, so $\langle\rho_1u_1\rangle=\rho_0\langle u_1^2\rangle/c=I/c^2$. The wave amplitude falls as $e^{-\alpha ct}$ and the intensity as $e^{-2\alpha ct}$, which gives

$$\rho_0\frac{d\bar u_2}{dt}=\frac{2\alpha c\,I}{c^2}=\frac{2\alpha I}{c}.$$

The momentum lost by the wave appears in the mean flow. Without viscosity the velocity equation for a liquid whose pressure depends on density alone is $\partial_tu=-\partial_x(u^2/2+h)$, with $dh=dp/\rho$. Its right side averages to zero over the box, so the mean velocity cannot change.

A numerical solution of the full nonlinear equations tested both statements, with $\rho_0=c=k=1$, $b=0.02$, initial amplitude $10^{-4}$ and duration 100. The formula predicts a gain of $\tfrac12(10^{-4})^2(1-e^{-2})=4.323\times10^{-9}$, and the solution gave $4.323\times10^{-9}$. With $b=0$ the gain was $-4\times10^{-20}$, which is zero on this scale.

A force field need not cause a flow. If the plane wave is uniform across an infinitely wide layer between end walls, $F$ depends on $x$ alone and is the gradient of a function of $x$. Apart from a negligible mean viscous stress, it is balanced by a pressure rise $[I(x_1)-I(x_2)]/c$ from $x_1$ to $x_2$, and no circulation results. Circulation needs a force with a curl, which a beam of finite width supplies.

To isolate that part, take any single-frequency sound field that is irrotational, with constant viscosities. Dropping the subscript on $\mathbf u_1$, the product rule gives

$$\mathbf F=-\rho_0\langle(\mathbf u\cdot\nabla)\mathbf u\rangle-\rho_0\langle\mathbf u\,\nabla\!\cdot\mathbf u\rangle .$$

Because $\nabla\times\mathbf u=0$, the first term is $-\nabla\rho_0\langle u^2\rangle/2$. In the second, continuity gives $-\rho_0\nabla\!\cdot\mathbf u=\partial_t\rho_1$. The mean of a time derivative vanishes, so

$$-\rho_0\langle\mathbf u\,\nabla\!\cdot\mathbf u\rangle=\langle\mathbf u\,\partial_t\rho_1\rangle=-\langle\rho_1\partial_t\mathbf u\rangle .$$

The linear momentum equation, with $\nabla\!\cdot\mathbf u$ again replaced by continuity, is

$$\rho_0\partial_t\mathbf u=-c^2\nabla\rho_1-\frac{b}{\rho_0}\nabla\partial_t\rho_1 .$$

Substitution, followed by moving one time derivative in the second term at the cost of a sign, yields

$$-\langle\rho_1\partial_t\mathbf u\rangle=\frac{c^2}{2\rho_0}\nabla\langle\rho_1^2\rangle-\frac{b}{\rho_0^2}\langle\partial_t\rho_1\,\nabla\rho_1\rangle .$$

Now solve the momentum equation for $\nabla\rho_1$ and insert it in the last average:

$$-\frac{b}{\rho_0^2}\langle\partial_t\rho_1\nabla\rho_1\rangle=\frac{b}{\rho_0c^2}\langle\partial_t\rho_1\,\partial_t\mathbf u\rangle+\frac{b^2}{2\rho_0^3c^2}\nabla\langle(\partial_t\rho_1)^2\rangle .$$

At a single frequency $\langle\partial_t\rho_1\partial_t\mathbf u\rangle=\omega^2\langle\rho_1\mathbf u\rangle$, and $\rho_1=p_1/c^2$. Collecting the gradients,

$$\mathbf F=-\nabla\Phi+\frac{b\omega^2}{\rho_0c^4}\langle p_1\mathbf u\rangle,$$

$$\Phi=\frac{\rho_0}{2}\langle u^2\rangle-\frac{c^2}{2\rho_0}\langle\rho_1^2\rangle-\frac{b^2}{2\rho_0^3c^2}\langle(\partial_t\rho_1)^2\rangle .$$

With the weak-damping value of $\alpha$, the coefficient of $\langle p_1\mathbf u\rangle$ is $2\alpha/c$. The term $-\nabla\Phi$ can be absorbed in the mean pressure, and the part of the force able to drive circulation is $2\alpha\mathbf I/c$, with $\mathbf I=\langle p_1\mathbf u\rangle$. In a beam, $I$ falls from the axis to the edge, and this transverse variation gives the force its curl.

For numbers, take round parameters in the regime of a megasonic wafer-cleaning bath filled with a thin aqueous liquid. All are rough typical values: frequency 1.0 MHz, intensity 1.0 W/cm², path 20 cm, beam radius 2 cm, density 1000 kg/m³, sound speed 1500 m/s, shear viscosity 1.0 mPa s and bulk viscosity 2.7 mPa s. Then $b=\tfrac43(1.0)+2.7=4.03$ mPa s and

$$\alpha=\frac{(4.033\times10^{-3})(2\pi\times10^6)^2}{2(1000)(1500)^3}=0.0236\ \mathrm{Np/m}.$$

With $k=4189\ \mathrm{m^{-1}}$, $(\alpha/k)^2$ is about $3\times10^{-11}$, so the weak-damping formula is ample. In SI units the intensity is $10^4$ W/m², and

$$F=\frac{2(0.02359)(10^4)}{1500}=0.315\ \mathrm{N/m^3}.$$

At the end of the path the force is 0.312 N/m³. The velocity amplitude of the sound is $U=\sqrt{2I_0/(\rho_0c)}=11.5$ cm/s.

Over the path $L$ the liquid takes up the momentum flux $(I_0-I_L)/c=0.063$ Pa. A parcel starting from rest and pushed by $F$ alone obeys $\rho_0u\,du/dx=F$, so it reaches

$$u_L=\sqrt{\frac{2(I_0-I_L)}{\rho_0c}}=\sqrt{\frac{2(0.0626)}{1000}}\ \mathrm{m/s}=1.1\ \mathrm{cm/s}.$$

Its journey takes 36 s, whereas viscosity needs about $\rho_0a^2/\mu=400$ s to act across the beam radius $a$. Leaving drag out is thus acceptable for a rough estimate near the axis, though it overstates the speed by roughly 20% if the sound amplitude falls off as $e^{-r^2/a^2}$, and by roughly 12% if it is the intensity that falls off in this way. The estimate also omits the opposing pressure and return flow of a closed tank, so it sets a scale for the jet and does not predict its speed.

Bubbles can make a real bath depart strongly from this model. Let a bubble of radius $R$ have a small radial displacement $\xi$, driven at its resonance by the sound pressure $p$:

$$\rho_0R(\ddot\xi+\delta\omega\dot\xi+\omega^2\xi)=-p .$$

The damping constant $\delta$ covers all losses, including reradiated sound. At resonance $\ddot\xi$ and $\omega^2\xi$ cancel, leaving $\dot\xi=-p/(\rho_0R\delta\omega)$. The mean power taken from the wave is $\langle-p\,4\pi R^2\dot\xi\rangle$. Dividing by $I=\langle p^2\rangle/(\rho_0c)$ gives the extinction area

$$A=\frac{4\pi R^2\langle p^2\rangle}{\rho_0R\delta\omega}\,\frac{\rho_0c}{\langle p^2\rangle}=\frac{4\pi R}{k\delta}.$$

The radius follows from the stiffness of the gas. With exponent $\kappa$ and ambient pressure $p_0$, the gas pressure changes by $-3\kappa p_0\xi/R$, so $\omega^2=3\kappa p_0/(\rho_0R^2)$ if surface tension is neglected. For $\kappa=1.4$ and atmospheric pressure, $R=3.3$ µm. With a rough $\delta=0.1$, $A=0.098$ mm². In so small a bubble, heat exchange keeps the gas nearly isothermal, while surface tension adds stiffness. These two corrections nearly cancel in $R$, but thermal and viscous losses can raise $\delta$ to about 0.16, which lowers $A$ by more than a third.

A number density $n$ adds $nA$ to the energy coefficient and $nA/2$ to $\alpha$. Setting $nA/2$ equal to the viscous $\alpha$ gives $n=2\alpha/A=0.48$ per cm³: in this linear model with $\delta=0.1$, one resonant bubble in about 2 cm³ doubles the attenuation. If the bubbles scatter evenly in all directions and pass their momentum to the liquid by drag, the force doubles too. The sound pressure amplitude here is $\rho_0cU\approx1.7\times10^5$ Pa, above atmospheric pressure, so real bubbles would not respond linearly. At this drive the radius swings by about a factor of two either way, and a nonlinear radial equation with the same small-amplitude damping gives an extinction area about ten times smaller, so that several such bubbles per cm³ are needed to double the attenuation. The linear figure holds only for weak sound. It shows that little gas is enough to matter, and it should not be used to predict the force in a bubbly bath.

Reflection acts the other way. For incident and reflected pressures $p_i$ and $p_r$, the velocity is $(p_i-p_r)/(\rho_0c)$, and $\langle pu\rangle=(\langle p_i^2\rangle-\langle p_r^2\rangle)/(\rho_0c)$. An amplitude reflection of 0.5 therefore leaves 75% of the incident intensity as net flux, and the circulation-driving force falls by 25% at fixed incident intensity. The steep standing-wave pattern of momentum flux belongs to $\Phi$.

The wave also steepens. A point of the waveform with velocity $u$ travels at $c+\beta u$, where $\beta$, here roughly 3.5, accounts for convection and for the stiffening of the liquid. Its travel time to $x$ is approximately $x/c-\beta ux/c^2$. With $V=u/U$ and $\theta=\omega(t-x/c)$ this gives

$$V=\sin(\theta+\sigma V),\qquad \sigma=\frac{\beta\omega Ux}{c^2}.$$

Viscous dissipation is proportional to the mean squared slope. Put $V=\sin\varphi$, so that $\theta=\varphi-\sigma\sin\varphi$ and $dV/d\theta=\cos\varphi/(1-\sigma\cos\varphi)$. Relative to a sine wave, the dissipation is

$$E=\frac1\pi\int_0^{2\pi}\frac{\cos^2\varphi}{1-\sigma\cos\varphi}\,d\varphi=\frac{2}{\sigma^2}\left(\frac{1}{\sqrt{1-\sigma^2}}-1\right).$$

The integral follows from writing the integrand as $-\cos\varphi/\sigma-1/\sigma^2+1/[\sigma^2(1-\sigma\cos\varphi)]$ and using the mean value $1/\sqrt{1-\sigma^2}$ of $1/(1-\sigma\cos\varphi)$. A shock would form at $\sigma=1$, which is 89 cm away. At 20 cm, $\sigma=0.226$ and $E=1.04$, so the force there is raised by about 4%.

For a smooth Gaussian beam, diffraction is of similar size. Suppose the beam starts with amplitude $e^{-r^2/a^2}$. A component of transverse wavenumber $q$ acquires the extra phase $-q^2x/(2k)$, and the sum on the axis is

$$\int_0^\infty\frac{a^2}{2}\,q\,e^{-q^2[a^2/4+ix/(2k)]}dq=\frac{1}{1+2ix/(ka^2)} .$$

The axial intensity is multiplied by $1/[1+(2x/ka^2)^2]$, which is 0.95 at 20 cm. A flat circular transducer of the same radius, vibrating uniformly, behaves very differently. Waves from its edge interfere with those from its face, and along this path the axial intensity varies between nearly zero and four times the plane-wave value. The local force near such a source cannot be taken from the plane-wave intensity.

Temperature differences of a few tenths of a kelvin can matter more. With a thermal expansion coefficient $\epsilon=2.1\times10^{-4}\ \mathrm{K^{-1}}$, buoyancy equals the acoustic force when $\rho_0g\epsilon\,\Delta T=F$, or $\Delta T=0.15$ K. The beam itself heats the liquid at $2\alpha I/(\rho_0c_p)=0.11$ mK/s for $c_p=4180$ J/(kg K), which amounts to about 4 mK during the 36 s journey. Uneven heating from other sources can thus compete with the streaming force more readily than the beam's own heat does over that time. In a hot bath with both viscosities halved, and density, sound speed and intensity held fixed, the force drops to 0.157 N/m³.

Close to a solid wall the irrotational assumption fails. Shear motion there obeys $\rho_0\partial_tu=\mu\partial_y^2u$ and decays over $\sqrt{2\mu/(\rho_0\omega)}=0.56$ µm. Inside this layer the Reynolds stress has to be worked out from the rotational flow, and $2\alpha I/c$ describes the body force in the bulk liquid outside it. Streaming generated within the layer can also drive the bulk through a slip velocity at the layer's outer edge. The numerical output lists the inputs and the main results.

## Table of computed values

```
TESTS IN SCALED UNITS (rho = c = 1)
strong damping: b = 0.50, alpha/k = 0.2361
  force / (2 alpha I/c_ph) = 1.05573
periodic box: b = 0.02, amplitude = 1.0e-04, time = 100
  mean flow gained, nonlinear run = 4.3232e-09
  mean flow gained, from 2 alpha I/c = 4.3233e-09
  mean flow gained without viscosity = -4.1e-20
INPUTS (rough typical values)
frequency = 1.0 MHz, intensity = 1.0 W/cm2
path = 20 cm, beam radius = 2 cm
density = 1000 kg/m3, sound speed = 1500 m/s
shear viscosity = 1.0 mPa s, bulk = 2.7 mPa s
nonlinearity coefficient = 3.5, expansion = 2.1e-04 1/K
heat capacity = 4180 J/(kg K)
bubble: gas exponent = 1.4, damping constant = 0.1
RESULTS
combined viscosity b = 4.033 mPa s
wavenumber k = 4188.8 1/m
amplitude attenuation alpha = 0.02359 Np/m
(alpha/k)^2 = 3.2e-11
velocity amplitude = 11.55 cm/s
force at the source = 0.3145 N/m3
  same from momentum flux = 0.3145 N/m3
force at end of path = 0.3116 N/m3
absorbed momentum flux = 0.0626 Pa
drag-free jet speed = 1.12 cm/s
parcel travel time = 35.7 s
viscous diffusion time over radius = 400 s
NEGLECTED EFFECTS
shock distance = 88.6 cm, sigma at end = 0.226
dissipation factor from harmonics at end = 1.0399
Rayleigh distance = 83.8 cm
axial intensity factor from diffraction at end = 0.9461
net intensity factor, amplitude reflection 0.5 = 0.7500
resonant bubble radius = 3.28 um
bubble extinction area = 0.0985 mm2
bubbles that double alpha = 0.479 per cm3
temperature difference with equal buoyancy = 0.153 K
beam heating rate = 0.1129 mK/s
force with both viscosities halved = 0.1573 N/m3
viscous wall layer = 0.564 um
```
